\section*{Angular weights of the two dipole channels of a filled subshell}

\section{The quantity to be calculated}

\textbf{Q.} A $4d$ electron in tin absorbs an EUV photon and leaves as an $f$ wave or a $p$ wave. Suppose I am given fixed weights for the two channels. Before I believe any, what is being computed?

\textbf{A.} The absorption cross section $\sigma$ of all electrons in the subshell, summed over spin, $m$ and every direction of the photoelectron. Each electron moves in the same central, local potential $U(r)$, the light is weak, and the wavelength is much larger than the orbital. I use atomic units, so that $c=1/\alpha$, where $\alpha$ is the fine-structure constant. The states are
\begin{equation}
\psi_i=\frac{P_{nl}(r)}{r}Y_{lm},\qquad \psi_f=\frac{u_{E,l'}(r)}{r}Y_{l'm'},\qquad E=\varepsilon_{nl}+\omega .
\end{equation}
A field of amplitude $F$ and unit polarization vector $\mathbf e$, which may be complex, adds
$\tfrac12F(\mathbf e\cdot\mathbf r\,e^{-i\omega t}+\text{c.c.})$ to the electron's energy. Its first term causes absorption. With final states normalized per unit energy, the golden rule gives the rate
\begin{equation}
W=2\pi\frac{F^2}{4}\sum|\langle f|\mathbf e\cdot\mathbf r|i\rangle|^2 .
\end{equation}
The intensity is $I=cF^2/(8\pi)$. Absorbed power divided by intensity is the cross section:
\begin{equation}
\sigma=\frac{\omega W}{I}=\omega\,\frac{\pi F^2}{2}\,\frac{8\pi}{cF^2}\sum|\cdots|^2
=4\pi^2\alpha\,\omega\sum|\langle f|\mathbf e\cdot\mathbf r|i\rangle|^2 .
\label{golden}
\end{equation}
This is in units of $a_0^2$.

\textbf{Q.} ``Normalized per unit energy'' hides a factor. What is it?

\textbf{A.} Far out, $u$ is a sine of amplitude $A$ and wavenumber $k$, with $E=k^2/2$. The overlap of two such waves is $A^2(\pi/2)\,\delta(k-k')$. Since $dE=k\,dk$, $\delta(k-k')=k\,\delta(E-E')$. Requiring $\delta(E-E')$ gives $A^2\pi k/2=1$, so $A=\sqrt{2/(\pi k)}$.

\section{The angular sums}

\textbf{Q.} Take light polarized along $z$. Why just two channels?

\textbf{A.} Because $z=r\cos\theta$ and multiplication by $\cos\theta$ moves $l$ by one. Start from two Legendre identities, with $x=\cos\theta$:
\begin{align}
(2l+1)xP_l&=(l+1)P_{l+1}+lP_{l-1},\\
(2l+1)P_l&=P'_{l+1}-P'_{l-1}.
\end{align}
Differentiate the first $m$ times and the second $m-1$ times, for $m\ge1$:
\begin{align}
(2l+1)\big[xP_l^{(m)}+mP_l^{(m-1)}\big]&=(l+1)P_{l+1}^{(m)}+lP_{l-1}^{(m)},\\
(2l+1)P_l^{(m-1)}&=P_{l+1}^{(m)}-P_{l-1}^{(m)}.
\end{align}
Inserting the second line into the first gives
\begin{equation}
(2l+1)xP_l^{(m)}=(l+1-m)P_{l+1}^{(m)}+(l+m)P_{l-1}^{(m)},
\end{equation}
which also holds for $m=0$. The functions $Y_{lm}$ contain $P_l^{(m)}$ with a norm $N_{lm}$, where
\begin{equation}
N_{lm}^2=\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!},\qquad
\frac{N_{lm}^2}{N_{l+1,m}^2}=\frac{(2l+1)(l+1+m)}{(2l+3)(l+1-m)} .
\end{equation}
The squared upward coefficient is therefore
\begin{equation}
|\langle l{+}1,m|\cos\theta|lm\rangle|^2=\frac{(l+1-m)^2}{(2l+1)^2}\frac{N_{lm}^2}{N_{l+1,m}^2}
=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)} .
\label{up}
\end{equation}
Since $\cos\theta$ is Hermitian, the downward coefficient follows by replacing $l$ with $l-1$:
\begin{equation}
|\langle l{-}1,m|\cos\theta|lm\rangle|^2=\frac{l^2-m^2}{(2l-1)(2l+1)} .
\label{down}
\end{equation}
Negative $m$ gives the same values by complex conjugation.

\textbf{Q.} These depend on $m$. I see no fixed ratio.

\textbf{A.} There is none for a single $m$. For $l=2$, $m=0$ the factors are $9/35$ to $f$ and $4/15$ to $p$, a ratio of $0.964$. A filled subshell contains every $m$ equally, and $\sum_m m^2=l(l+1)(2l+1)/3$. Summing (\ref{up}) gives
\begin{equation}
\frac{(2l+1)\left[(l+1)^2-\tfrac13l(l+1)\right]}{(2l+1)(2l+3)}
=\frac{(l+1)(2l+3)/3}{2l+3}=\frac{l+1}{3},
\end{equation}
and summing (\ref{down}) gives
\begin{equation}
\frac{(2l+1)\left[l^2-\tfrac13l(l+1)\right]}{(2l-1)(2l+1)}
=\frac{l(2l-1)/3}{2l-1}=\frac{l}{3}.
\end{equation}
The weights stand as $(l+1):l$.

\textbf{Q.} There are seven $f$ orbitals and three $p$ orbitals. I would have guessed $7:3$.

\textbf{A.} Counting final orbitals assumes that each is reached equally strongly, and (\ref{up}) and (\ref{down}) show otherwise. Completeness gives a separate constraint. The two sums must add to $\sum_m\langle lm|\cos^2\theta|lm\rangle$. A filled subshell is spherical, so this is $2l+1$ times the sphere average $1/3$. Indeed $(l+1)/3+l/3=(2l+1)/3$. For $d$ electrons the parts are $1$ and $2/3$.

\textbf{Q.} And if the light is elliptically polarized?

\textbf{A.} Let $\Pi_l$ project on all states of angular momentum $l$, and let $n_i$ be the components of $\mathbf r/r$. The required sum is $\sum_{ij}e_i^*e_jT_{ij}$ with $T_{ij}=\mathrm{Tr}(\Pi_l n_i\Pi_{l'}n_j)$. Rotations leave both projectors unchanged, so $T_{ij}$ is an invariant tensor of rank two and must be $t\,\delta_{ij}$. As $\sum_i|e_i|^2=1$, every polarization gives $t$, the value found for $z$. Quadrature over the sphere with a general complex $\mathbf e$ was tested for $l=0$ to $3$; for $l=3$ it gives $1.333333$ and $1.000000$.

\section{Interference and the cross section}

\textbf{Q.} You have added probabilities. The $f$ and $p$ waves leave the same atom at the same energy. They interfere.

\textbf{A.} They do, in each direction. For initial $m$ the amplitude for emission along $\hat{\mathbf k}$ is
\begin{equation}
f_m(\hat{\mathbf k})=\sum_{l'=l\pm1}e^{i\eta_{l'}}R_{l'}\langle l'm|\cos\theta|lm\rangle Y_{l'm}(\hat{\mathbf k}),\qquad
R_{l'}=\int_0^\infty u_{E,l'}\,r\,P_{nl}\,dr ,
\end{equation}
where $\eta_{l'}$ collects the scattering phases. For a $d$ shell look along the polarization axis, where $Y_{l'm}$ vanishes unless $m=0$ and $Y_{l'0}=\sqrt{(2l'+1)/4\pi}$. With both angular coefficients positive and $\eta=\eta_p-\eta_f$,
\begin{equation}
|f_0|^2=\frac{1}{4\pi}\left|\sqrt{\tfrac95}R_f+e^{i\eta}\sqrt{\tfrac45}R_p\right|^2
=\frac{9R_f^2+4R_p^2+12R_fR_p\cos\eta}{20\pi}.
\end{equation}
The phase matters there. Integration over all directions removes the cross term, because $\int Y_{3m}^*Y_{1m}\,d\Omega=0$. Summed over the initial $m$, what remains is $R_f^2+\tfrac23R_p^2$, whatever $\eta$ is. An electron detector at a general angle does not see the simple weights alone; the total absorption does.

\textbf{Q.} Then write the cross section, with the spin.

\textbf{A.} Two spin states for each $m$ give a factor 2. Writing $R_\pm$ for $R_{l\pm1}$, equation (\ref{golden}) becomes
\begin{equation}
\boxed{\sigma=\frac{4\pi^2\alpha}{3}a_0^2\,\omega\;2\left[(l+1)R_+^2+l\,R_-^2\right]}
\label{result}
\end{equation}
with $\omega$ in hartree and $R_\pm^2$ in $a_0^2$ per hartree. For $l=0$ the lower channel is absent. For $N$ electrons spread evenly over $m$, multiply the filled-shell result by $N/(4l+2)$, which turns the factor $2$ into $N/(2l+1)$. An open shell with unequal $m$ populations needs (\ref{up}) and (\ref{down}) separately if the light is polarized along the axis that defines $m$; for other polarizations the coefficients are different.

The prefactor can be tested on hydrogen $1s$, where $N=1$ and $l=0$. At $k=1$ the numerical radial integral gives $0.93139$ Mb, and the known closed expression for hydrogen gives $0.93139$ Mb.

\section{A check that can tell the weights apart}

\textbf{Q.} If you had interchanged $l$ and $l+1$, would anything but the algebra have protested?

\textbf{A.} The oscillator-strength sum would. Let $h_l=-\tfrac12d^2/dr^2+U+l(l+1)/(2r^2)$, with $h_lP=\varepsilon P$. Summing over all one-electron radial states of angular momentum $l'$, bound and free,
\begin{equation}
S_{l'}=\sum_{E'}(E'-\varepsilon)R_{l'}^2=\langle P|r(h_{l'}-\varepsilon)r|P\rangle .
\end{equation}
Split $h_{l'}=h_l+[l'(l'+1)-l(l+1)]/(2r^2)$. For the $h_l$ part, $(h_l-\varepsilon)P=0$ lets us write the expectation value as
\begin{equation}
\tfrac12\langle P|[r,[h_l,r]]|P\rangle=\tfrac12\langle P|[r,-d/dr]|P\rangle=\tfrac12 .
\end{equation}
In the remainder the factors of $r$ cancel, leaving $\tfrac12[l'(l'+1)-l(l+1)]$. This is $l+1$ for $l'=l+1$ and $-l$ for $l'=l-1$. Hence
\begin{equation}
S_+=\frac{2l+3}{2},\qquad S_-=-\frac{2l-1}{2}.
\end{equation}
The oscillator strength per electron is $2(E'-\varepsilon)|z|^2$ averaged over the $2l+1$ values of $m$. With the derived weights it totals
\begin{equation}
\frac{2}{3(2l+1)}\left[(l+1)S_++lS_-\right]
=\frac{(l+1)(2l+3)-l(2l-1)}{3(2l+1)}=\frac{6l+3}{3(2l+1)}=1 .
\end{equation}
It has to be 1, since $\langle[z,[h,z]]\rangle=1$ for the full Hamiltonian $h$. Interchanged weights give
\begin{equation}
\frac{l(2l+3)-(l+1)(2l-1)}{3(2l+1)}=\frac{2l+1}{3(2l+1)}=\frac13 .
\end{equation}
Explicit sums over the computed tin states give $1.4000$ for $f$ and $-0.4000$ for $p$, total $1.0000$; interchanged weights give $0.3333$.

\textbf{Q.} A negative strength for $p$?

\textbf{A.} The sum includes the lower $p$ levels, for which $E'-\varepsilon<0$. They are occupied in the atom, but they belong to the complete one-electron set. The partial absorption cross sections are positive.

\textbf{Q.} You used the position operator. Would the momentum operator give the same radial integrals?

\textbf{A.} In this model, yes. Both states share one local potential, so $\omega=E-\varepsilon$ gives
\begin{equation}
\omega R_{l'}=\langle u|h_{l'}r-rh_l|P\rangle
=\int u\left[-P'+\frac{l'(l'+1)-l(l+1)}{2r}P\right]dr .
\end{equation}
The two cases are
\begin{equation}
\omega R_+=-\int u\left(P'-\frac{l+1}{r}P\right)dr,\qquad
\omega R_-=-\int u\left(P'+\frac lrP\right)dr .
\end{equation}
For tin at 13.5 nm the two sides agree within $0.2\%$ of $\omega$ times the larger $|R|$. With different potentials for initial and final states, $U$ would no longer cancel.

\section{Tin at 13.5 nm}

\textbf{Q.} So in tin the $f$ channel carries $3/5$ of the absorption?

\textbf{A.} It would if the radial integrals were equal. I take a free tin atom in the nonrelativistic Hartree--Fock--Slater approximation: full Slater exchange, the two $5p$ electrons averaged over the sphere, and the potential replaced by $-1/r$ wherever it would be weaker (the Latter tail). The photon has $91.84$ eV, or $3.375$ hartree. The $4d$ level lies at $-34.42$ eV, which leaves the electron $57.42$ eV. The integrals, in $a_0^2$/hartree, are
\begin{equation}
R_f^2=0.0599,\quad R_p^2=0.0159,\qquad 3R_f^2=0.1796,\quad 2R_p^2=0.0319 .
\end{equation}
With $(4\pi^2\alpha/3)a_0^2=2.689$ Mb,
\begin{equation}
\sigma=2.689\times3.375\times2\times(0.1796+0.0319)\ \text{Mb}=3.84\ \text{Mb}.
\end{equation}
The $f$ share is $0.1796/0.2115=0.85$. Angular weighting supplies a factor $1.5$ to the channel ratio and the radial integrals a factor $3.8$. Interchanged weights would have given $3.04$ Mb.

\textbf{Q.} Does $f$ at least always win?

\textbf{A.} No. In the same atom:
\begin{center}
\begin{tabular}{ccccc}
photon (eV) & $R_f^2$ & $R_p^2$ & $f$ share & $\sigma$ (Mb)\\
60.0 & 1.147 & 0.0521 & 0.97 & 42.0\\
91.8 & 0.0599 & 0.0159 & 0.85 & 3.84\\
150.0 & 0.0016 & 0.0040 & 0.37 & 0.38
\end{tabular}
\end{center}
At 150 eV the $p$ wave takes the larger part although its weight is smaller. The steep fall of $R_f^2$ comes from a change of sign, which the radial node of $P_{4d}$ permits: in this atom $R_f$ passes through zero near 130 eV. At 150 eV it has the opposite sign to that at 92 eV and is growing again. All shares in the table are for independent electrons.

\section{Electrons that respond together}

\textbf{Q.} Ten $4d$ electrons in an oscillating field will screen it. Does that destroy your weights?

\textbf{A.} It changes the radial integrals. In linear response, a spherical shell driven by $r\cos\theta$ develops an induced potential that is also a radial function times $\cos\theta$. Each electron then feels $V(r)\cos\theta$, with $V$ complex. Write the induced radial dipole density as $g=XV$ and the screening equation as $V=r+Kg$. Here $K$ is real and symmetric: it contains the dipole Coulomb interaction and the density derivative of the local exchange potential. For the filled subshell,
\begin{equation}
X(r,r')=2\sum_{l'}\frac{l_>}{3}P(r)\left[G_{l'}(\varepsilon+\omega)+G_{l'}(\varepsilon-\omega)\right]P(r'),
\end{equation}
where $l_>$ is the larger of $l$ and $l'$, and $G_{l'}(E)=(E-h_{l'}+i0)^{-1}$. The factors $l_>/3$ are the angular sums found above. When one shell responds alone, transitions into occupied states must be left out. The numbers below therefore use $G_{l'}$ with those states removed in proportion to their occupation. This changes only the real part of $X$, so the weights are unaffected, but it alters $V$ and strongly affects the size of the screened cross section: at 13.5 nm the result is $20.4$ Mb with the removal and $7.3$ Mb without it.

The polarizability is $a=-\int rg\,dr$, where the minus sign arises because the field adds $+Fz$ to the electron's energy while its dipole is $-z$ (a positive charge reverses both and gives the same $a$), and $\sigma=4\pi\alpha\omega\,\mathrm{Im}\,a$. As $r$ is real, $r=V^*-Kg^*$, so
\begin{equation}
a=-\int V^*XV+\int g^*Kg .
\end{equation}
The last term is real. Above threshold $\mathrm{Im}\,G_{l'}(\varepsilon+\omega)=-\pi\,u_{E,l'}(r)u_{E,l'}(r')$, and $X$ is symmetric, hence
\begin{equation}
\mathrm{Im}\,a=\frac{2\pi}{3}\left[(l+1)\left|\int u_{l+1}VP\,dr\right|^2+l\left|\int u_{l-1}VP\,dr\right|^2\right].
\end{equation}
Setting $V=r$ returns (\ref{result}). The weights survive in this linear-response model, with $R_\pm^2$ replaced by the screened integrals.

\textbf{Q.} How much does screening matter at 13.5 nm?

\textbf{A.} More than everything else I have sized. With response of the $4d$ shell alone, the cross section rises from $3.84$ to $20.4$ Mb, a factor of $5.3$. At 60 eV it falls from $42.0$ to $18.2$ Mb, and at 150 eV from $0.38$ to $0.29$ Mb. Of the three energies sampled, the collective response thus raises the absorption only at 92 eV and lowers it at the other two. The independent-electron number at 13.5 nm is not a usable estimate of tin's absorption, even though its angular factors are right. The channel shares change too: the screened $f$ share is $0.94$, $0.95$ and about $0.005$ at 60, 92 and 150 eV. The screened value itself depends on the model. At 13.5 nm the $4d$ part is $18.2$ Mb with exchange factor $2/3$, $19.4$ Mb when all shells respond, and $14.3$ Mb with both changes.

\textbf{Q.} What about the other omissions?

\textbf{A.} I compare them with the unscreened $3.84$ Mb, at fixed photon energy. Reducing the exchange factor from 1 to $2/3$ raises the $4d$ level to $-27.5$ eV and lowers the cross section by $16\%$. The $4d$ spin-orbit splitting is $1.2$ eV; placing the level deeper by that amount, with its orbital unchanged, raises the cross section by $12\%$. The direct mass-velocity shift is also about $-1.2$ eV and has a similar effect. The opposing shift from contraction of the inner shells is not included; it can be the larger of the two, so the direct shift alone does not fix even the sign of the net change. If the radial functions differ between the two spin-orbit levels, one pair $R_\pm$ no longer describes the subshell. The retardation parameter $(\omega/c)r_{\rm rms}$ is $0.028$, which supports the dipole approximation.

The $5s$ and $5p$ electrons add $0.09$ and $0.03$ Mb without screening. The $4p$ level, at $-96.1$ eV, is closed by only $4.3$ eV. The exchange choice moves $4d$ by more than that, so I would not trust the model to place this threshold: the $4p$ channel may be open at 13.5 nm. With exchange factor $2/3$ the level lies at $-87.5$ eV and the channel is open. Neither its own absorption nor its coupling to $4d$ is included in the $3.84$ and $20.4$ Mb.

\textbf{Q.} What does this say about a tin-containing resist?

\textbf{A.} Take 5 tin atoms per nm$^3$, a rough typical size for a tin-oxo film. Since $1$ Mb $=10^{-4}$ nm$^2$, the $4d$ part of the absorption coefficient is
\begin{equation}
\mu=5\times3.84\times10^{-4}\ \text{nm}^{-1}=1.9\ \mu\text{m}^{-1}
\end{equation}
without screening and $10\ \mu\text{m}^{-1}$ with it. Tin-based resists absorb, very roughly, 10 to 20 $\mu\text{m}^{-1}$ in total, including carbon and oxygen. The unscreened value is far from typical; the screened one has the right size, though the model choices sized above spread it over about 7 to 10 $\mu\text{m}^{-1}$. Among the approximations sized here for the free atom, independent response of the electrons changes the result most. The film also has bonded tin rather than free atoms, and the calculation omits core-hole relaxation, multiplets and scattering from neighbours. Agreement in size is therefore no proof of accuracy. The numerical output below lists the values in more digits than this model deserves.

\section*{Table of computed values}
\begin{verbatim}
ANGULAR SUMS over m, any polarization
l=0: to l+1 0.333333, to l-1 0.000000
l=1: to l+1 0.666667, to l-1 0.333333
l=2: to l+1 1.000000, to l-1 0.666667
l=3: to l+1 1.333333, to l-1 1.000000
d, m=0 only, z light: to f 0.257143, to p 0.266667
d, m=0 only: ratio f/p 0.9643
Hydrogen 1s, k=1: computed 0.93139 Mb, analytic 0.93139 Mb
TIN 4d, Hartree-Fock-Slater
wavelength 13.5 nm, photon energy 91.840 eV
photon energy 3.37506 hartree
level 4p: -96.11 eV
level 4d: -34.42 eV
level 5s: -12.53 eV
level 5p: -5.96 eV
photoelectron energy from 4d: 57.42 eV
R_f^2 = 0.05988 a0^2/hartree, R_p^2 = 0.01594 a0^2/hartree
3 R_f^2 = 0.17963, 2 R_p^2 = 0.03187 a0^2/hartree
partial cross sections: f 3.261 Mb, p 0.579 Mb
4d cross section: 3.839 Mb
with weights swapped (wrong): 3.042 Mb
same on coarser grid: 3.839 Mb
oscillator sum: f 1.4000, p -0.4000, total 1.0000
oscillator sum with swapped weights: 0.3333
photon eV | R_f^2 | R_p^2 (a0^2/hartree) | f share | bare Mb | screened Mb
60.00 | 1.14703 | 0.05210 | 0.9706 | 42.043 | 18.209
91.84 | 0.05988 | 0.01594 | 0.8493 | 3.839 | 20.354
150.00 | 0.00159 | 0.00402 | 0.3721 | 0.380 | 0.287
5s cross section: 0.0909 Mb
5p cross section (2 electrons): 0.0296 Mb
tin density (round, rough): 5.0 per nm^3
4d absorption coefficient, bare: 1.920 per um
4d absorption coefficient, screened: 10.177 per um
NEGLECTED EFFECTS at 13.5 nm
screening within 4d: 430.2 %
exchange factor 2/3: 4d level -27.49 eV
exchange factor 2/3: 3.212 Mb, change -16.3 %
4d spin-orbit splitting: 1.156 eV
change if 4d lies deeper by that splitting: 11.75 %
direct mass-velocity shift of 4d: -1.155 eV
change if 4d is shifted by that amount: 11.74 %
4d rms radius 1.1371 a0, retardation (w/c) r_rms = 0.02801
\end{verbatim}
